# Light through a tiny hole: Bethe's fourth-power law derived twice

Suppose the light passing through a small hole in a mask is estimated as lamp intensity times hole area. For a hole of radius 25 nm under a lamp of 10 mW/cm² at wavelength 365 nm, this gives 196 fW. An ideal hole of that size in a thin perfect conductor passes less than 2 fW. The scaling is wrong too: halving the radius should cut the power per hole by 4 on the area estimate, but for very small holes it cuts it by 64. The area rule overstates the power sent to the far side by two orders of magnitude, and by more for smaller holes.

The law that replaces the area rule is

$$T=\frac{64}{27\pi^2}(ka)^4=\frac{1024\pi^2}{27}\left(\frac a\lambda\right)^4,\qquad ka\ll1 .$$

Here $a$ is the hole radius, $\lambda$ the wavelength, $k=2\pi/\lambda$, and $T$ the power radiated to the far side divided by the power incident on the area $\pi a^2$. The numerical coefficients are 0.2402 for $(ka)^4$ and 374.3 for $(a/\lambda)^4$.

## The problem and its symmetry

The screen is the plane $z=0$, perfectly conducting, infinitely thin and infinitely wide, with vacuum on both sides. Units are Gaussian and fields vary as $e^{-i\omega t}$, so that $\nabla\times\mathbf E=ik\mathbf H$ and $\nabla\times\mathbf H=-ik\mathbf E$. The incident wave travels towards $+z$ with $\mathbf E=E_0\hat x e^{ikz}$ and $\mathbf H=H_0\hat y e^{ikz}$, where $H_0=E_0$ is real.

Without the hole, the reflected wave has electric field $-E_0\hat xe^{-ikz}$ and magnetic field $+H_0\hat ye^{-ikz}$. The closed-screen field at $z=0^-$ therefore has tangential $\mathbf H=2H_0\hat y$ and no normal electric field. Behind the screen it is zero.

Opening the hole adds a diffracted field. Its tangential electric field vanishes on the metal and takes the same value $\mathbf e(x,y)$ on both faces of the hole. The diffracted fields on the two sides are thus mirror images: tangential $\mathbf E$ and $H_z$ are even in $z$, while tangential $\mathbf H$ and $E_z$ are odd. Continuity of the total tangential $\mathbf H$ in the hole requires

$$2H_0\hat y-\mathbf H_t(0^+)=\mathbf H_t(0^+)\quad\Rightarrow\quad \mathbf H_t=H_0\hat y .$$

Likewise $E_z$ is odd and continuous, so $E_z=0$ in the hole. Both statements hold for any $ka$ in this model. Below, $\mathbf E$ and $\mathbf H$ are the fields for $z\ge0$.

## First derivation: a dipole seen from far away

**The near field.** At distances much smaller than $\lambda$, $\nabla\times\mathbf H\approx0$ at leading order, so $\mathbf H=-\nabla\psi$ with $\nabla^2\psi=0$. The conditions are $\psi=-H_0y$ in the hole, $\partial_z\psi=0$ on the metal, and $\psi\to0$ far away.

Oblate coordinates fit this geometry:

$$\rho=a\sqrt{(1+\zeta^2)(1-\eta^2)},\qquad z=a\zeta\eta,\qquad \zeta\ge0,\;0\le\eta\le1 .$$

The hole is $\zeta=0$ and the metal is $\eta=0$. The length elements follow by differentiation:

$$h_\zeta^2=\frac{a^2(\zeta^2+\eta^2)}{1+\zeta^2},\qquad h_\eta^2=\frac{a^2(\zeta^2+\eta^2)}{1-\eta^2},\qquad h_\varphi=\rho .$$

Try $\psi=yf(\zeta)$. Since $\nabla^2y=0$, Laplace's equation reads $y\nabla^2f+2\nabla y\cdot\nabla f=0$. The two terms are

$$\nabla^2f=\frac{[(1+\zeta^2)f']'}{a^2(\zeta^2+\eta^2)},\qquad
\nabla y\cdot\nabla f=\frac{f'}{h_\zeta^2}\frac{\partial y}{\partial\zeta}
=\frac{y\,\zeta f'}{a^2(\zeta^2+\eta^2)},$$

because $\partial y/\partial\zeta=y\zeta/(1+\zeta^2)$. Their sum gives

$$(1+\zeta^2)f''+4\zeta f'=0\quad\Rightarrow\quad f'=\frac{B}{(1+\zeta^2)^2}.$$

Decay at infinity fixes $f=-B\int_\zeta^\infty dt/(1+t^2)^2$. With $t=\tan\theta$, the integral from zero is $\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$. The hole condition $f(0)=-H_0$ then gives $B=4H_0/\pi$. The metal condition holds as well, since $y\propto\sqrt{1-\eta^2}$ has zero $\eta$-derivative at $\eta=0$.

Far from the hole on its own scale, $\zeta\approx r/a$ and the integral tends to $a^3/(3r^3)$. Hence

$$\psi\to\frac{m\,y}{r^3},\qquad m=-\alpha H_0,\qquad \alpha=\frac{4a^3}{3\pi}.$$

This is the potential of a magnetic dipole $m\hat y$.

**No electric dipole.** A half-turn about the $z$ axis reverses the incident fields but leaves a dipole along $z$ unchanged. The response is linear, so this dipole must equal its own negative and vanishes. An oblique wave with a normal electric field would not allow this argument.

**The radiated power.** The outgoing field that joins this near field is

$$\mathbf E=ik\nabla\times(\mathbf m g),\qquad \mathbf H=\nabla\times\nabla\times(\mathbf m g),\qquad g=\frac{e^{ikr}}r .$$

For $kr\ll1$, $\mathbf H$ becomes $\nabla(\nabla\cdot\mathbf m/r)=-\nabla(\mathbf m\cdot\mathbf r/r^3)$, as required. On the plane $z=0$, both $\nabla g$ and $\mathbf m$ lie in the plane, so $\mathbf E=ik\nabla g\times\mathbf m$ is normal to the metal. The boundary condition is satisfied without any further image.

In the far zone $\nabla$ acts as $ik\hat r$, which gives $|\mathbf H|=|\mathbf E|=k^2|m|\sin\Theta/r$, with $\Theta$ measured from $\hat y$. The mean energy flux is $c|\mathbf H|^2/(8\pi)$. Over a full sphere $\int\sin^2\Theta\,d\Omega=8\pi/3$, and mirror symmetry gives half of it to $z>0$:

$$P=\frac{c k^4m^2}{8\pi}\cdot\frac{4\pi}{3}=\frac{c k^4\alpha^2H_0^2}{6}.$$

The incident flux is $cH_0^2/(8\pi)$. Dividing by it and by the hole area,

$$T=\frac{ck^4H_0^2}{6}\cdot\frac{16a^6}{9\pi^2}\cdot\frac{8\pi}{cH_0^2}\cdot\frac1{\pi a^2}
=\frac{64}{27\pi^2}(ka)^4 .$$

The dipole scales as $a^3$, so the power per hole scales as $k^4a^6$. Division by the area leaves $a^4$.

## Second derivation: energy flow through the hole

The same power can be found without going to the far zone. The mean flux through the hole involves $(\mathbf E\times\mathbf H^*)_z$, and there $\mathbf H_t=H_0\hat y$. Therefore

$$P=\frac{c}{8\pi}H_0\,\mathrm{Re}\int e_x\,dS .$$

The tangential electric field vanishes along the rim, so integration by parts gives

$$\int e_x\,dS=\int y(\partial_xe_y-\partial_ye_x)\,dS=ik\int yH_z\,dS=2\pi ik\,m,\qquad m\equiv\frac1{2\pi}\int yH_z\,dS .$$

The power becomes $P=-\tfrac14ckH_0\,\mathrm{Im}\,m$. A purely static response has real $m$ and passes no net energy: the field sloshes in and out of the hole. The transmitted power comes from the small phase lag caused by radiation.

**The field made by the hole.** In the far half-space

$$\mathbf E=\nabla\times\mathbf A,\qquad \mathbf A=\frac1{2\pi}\int\hat z\times\mathbf e(\mathbf r')\,\frac{e^{ikR}}R\,dS',\qquad R=|\mathbf r-\mathbf r'| .$$

This has the right boundary value, because $-\partial_z(1/R)$ tends to $2\pi$ times a delta function as $z\to0^+$. In $z>0$, $\mathbf H=(ik)^{-1}[\nabla(\nabla\cdot\mathbf A)+k^2\mathbf A]$. Inside the hole $kR$ is small, and

$$\frac{e^{ikR}}R=\frac1R+ik-\frac{k^2R}2-\frac{ik^3R^2}6+\dots$$

The first term gives the static field. Moving the derivative onto $\hat z\times\mathbf e$, with no rim contribution, and using $\nabla\cdot(\hat z\times\mathbf e)=-ikH_z$, one finds $\mathbf H=-\nabla U[H_z]$, where

$$U[F]=\frac1{2\pi}\int\frac{F(\mathbf r')}{R}\,dS' .$$

The terms of even order in $k$ keep the phase of the static response and change it by a relative amount of order $(ka)^2$. The odd terms cause the lag. By symmetry $\int e_y\,dS=0$, so $\frac1{2\pi}\int\hat z\times\mathbf e\,dS=ikm\hat y$. The constant $ik$ contributes $ik^3$ through $k^2\mathbf A$. The $R^2$ term contributes $-ik^3/3$ through $\nabla\nabla\cdot$, since $\partial_i\partial_jR^2=2\delta_{ij}$. Together they make a uniform field

$$\mathbf H_{\rm lag}=\frac1{ik}\left(ik^3-\frac{ik^3}3\right)ikm\,\hat y=\frac{2i}{3}k^3m\,\hat y .$$

The $R^2$ term also makes a weak $E_z$, which the hole must cancel by adding a gradient field $\nabla u$ with $u=0$ on the rim. That field has no curl and no area integral, so it leaves $m$ unchanged at this order.

**The static integral.** The static part must now supply $H_0-\tfrac{2i}3k^3m$. Take $H_z=Cy/w$ with $w=\sqrt{a^2-\rho^2}$. To find $U[H_z]$ at a point $\mathbf r$ in the hole, use polar coordinates about $\mathbf r$; the area element cancels $1/R$. Opposite directions join into full chords. On a chord with direction $\mathbf n$, midpoint $\mathbf c$ and half-length $L$, a point is $\mathbf c+L\cos\theta\,\mathbf n$ and $w=L\sin\theta$. Hence

$$U[F/w]=\frac1{2\pi}\int_0^\pi d\varphi\int_0^\pi F(\mathbf c+L\cos\theta\,\mathbf n)\,d\theta .$$

For $F=y$ the inner integral is $\pi c_y$, with $\mathbf c=\mathbf r-(\mathbf r\cdot\mathbf n)\mathbf n$. The average of $c_y$ over directions is $y-y/2=y/2$. Thus $U[y/w]=\pi y/4$, which is linear in $y$ as needed, and

$$-\frac{\pi C}4=H_0-\frac{2i}3k^3m .$$

The moment is

$$m=\frac{C}{2\pi}\int\frac{y^2}w\,dS=\frac C2\int_0^a\frac{\rho^3d\rho}{\sqrt{a^2-\rho^2}}=\frac{Ca^3}3 .$$

Eliminating $C$,

$$m=-\alpha\left(H_0-\frac{2i}3k^3m\right),\qquad \mathrm{Im}\,m\approx\frac23\alpha k^3\,\mathrm{Re}\,m\approx-\frac23k^3\alpha^2H_0 .$$

Inserting this in $P=-\tfrac14ckH_0\,\mathrm{Im}\,m$ gives $P=ck^4\alpha^2H_0^2/6$, the power found before, and hence the same $T$.

## The electric field in the hole

A resist close to the mask responds to the local field, not to the power that escapes far away. At leading order the field in the hole is

$$\mathbf e=-\frac{4ikE_0}{3\pi}\,\frac{(2a^2-x^2-2y^2,\;xy)}{w}.$$

The curl of the vector without its prefactor is $3y/w$, so $\mathrm{curl}_z\,\mathbf e=-(4ikE_0/\pi)y/w=ikH_z$, with the static $C=-4H_0/\pi$. On the rim the vector in the numerator becomes $x(x,y)$, which is radial, so the tangential field vanishes there.

It remains to show that $E_z=\partial_xU[e_x]+\partial_yU[e_y]$ is zero. For a chord with $\mathbf n=(\cos\varphi,\sin\varphi)$, put $p=-x\sin\varphi+y\cos\varphi$. Then $\mathbf c=p(-\sin\varphi,\cos\varphi)$ and $L^2=a^2-p^2$. Averaging the two numerators over $\theta$ gives, apart from constants, $-\tfrac32p^2\cos^2\varphi$ and $-\tfrac32p^2\sin\varphi\cos\varphi$. The divergence is

$$-3p\left[(-\sin\varphi)\cos^2\varphi+\cos\varphi\,(\sin\varphi\cos\varphi)\right]=0$$

for every direction, so $E_z=0$. Any other solution would differ by an electrostatic field with zero potential on the metal and zero normal field in the hole. Such a field has zero energy and vanishes.

At the centre $|\mathbf e/E_0|^2=(8ka/3\pi)^2$. Near-field intensity there falls as $(a/\lambda)^2$, not as the fourth power. Towards the rim the ideal field diverges in every direction except along the $y$ axis, where it falls to zero, so the centre value is not a maximum.

## How small is small enough?

A full-wave numerical solution shows where the leading term stops being accurate. The field $\mathbf e$ is expanded in functions with the correct rim behaviour, each is decomposed into propagating and evanescent plane waves, and the condition on tangential $\mathbf H$ is imposed in projection onto the same functions. The result divided by the formula is 1.0004 at $ka=0.02$, 1.009 at 0.1 and 1.036 at 0.2. The excess grows about fourfold when $ka$ doubles, as expected for a relative correction of order $(ka)^2$; its coefficient is about 0.88.

For the 25 nm hole at 365 nm,

$$ka=\frac{2\pi\times25}{365}=0.430,\qquad T=0.2402\times0.430^4=0.0082 .$$

The incident 196 fW becomes 1.62 fW. With a photon energy of 3.40 eV, this is about 3000 photons per second. The full-wave value is $T=0.0097$, which is 18% above the formula. Halving the radius at fixed wavelength reduces the full-wave $T$ by 18.1 rather than 16, because the positive correction is larger for the larger hole.

The centre intensity relative to the incident wave is 0.133 from the formula and 0.159 from the full-wave solution. The latter is some 16 times the corresponding $T$. By the second derivation, $T$ is the part of the area-averaged $e_x/E_0$ that is in phase with the magnetic field in the hole. That average has magnitude 0.40, but it is about $89^\circ$ out of phase with the magnetic field, and so carries little net power.

## Glass above and resist below

Let the incident side have refractive index $n_1$ and the far side $n_2$, both nonmagnetic, lossless and filling their half-spaces. The static magnetic problem contains no dielectric constant, so $m=-\alpha H_0$ still holds. In the far medium the wavenumber is $n_2k$, so $|\mathbf H|$ gains $n_2^2$. The flux is $c|\mathbf H|^2/(8\pi n_2)$, and the power gains $n_2^3$. The incident flux is $cH_0^2/(8\pi n_1)$, smaller by $n_1$ at fixed $H_0$. Thus $T$ gains the factor $n_1n_2^3$ when $n_1ka$ and $n_2ka$ are small.

With rough indices of 1.5 for glass and 1.7 for resist, the factor is 7.4. For the 25 nm hole the full-wave solution gives $T=0.090$, or 9.3 times its value in air. Here $n_2ka=0.73$ is no longer small.

## A real lithography mask

These numbers are set in the regime of contact near-field lithography with an i-line lamp. The lamp intensity and indices are rough typical values, and a metal film of 50 nm is a plausible mask thickness. Such a film breaks the thin-screen assumption, since it is twice as thick as the hole radius.

Inside a perfectly conducting hole, the slowest-decaying mode has transverse wavenumber $1.841/a$, where 1.841 is the first zero of $J_1'$. Its field decays at the rate

$$\gamma=\sqrt{(1.841/a)^2-k^2}=0.0716\ \mathrm{nm^{-1}},$$

and $e^{-2\gamma\times50\,\mathrm{nm}}=7.8\times10^{-4}$. A numerical solution that joins the modes of the hole to the fields outside, in air, gives $T=5.1\times10^{-6}$. This is $5.3\times10^{-4}$ of the thin-screen value; entry and exit lower it somewhat below the exponential estimate.

Real metal also admits the field. For a rough complex index $0.4+4.0i$, typical of a good ultraviolet reflector, the field penetration depth is $365/(2\pi\times4.0)=14.5$ nm, more than half the radius. Widening the hole by this depth in the thick-conductor calculation, while still dividing by the original area, raises $T$ to $1.6\times10^{-3}$. This is a crude estimate of sensitivity, not a solution for the metal hole.

The leakage through the unperforated film depends exponentially on the assumed index. In air, $0.41+4.43i$, closer to aluminium, gives $3.3\times10^{-4}$, and a chromium-like $1.51+3.29i$ gives about seven times that. For the rough index used here, the film transmits $8.2\times10^{-4}$ by the plane-wave slab formula in air. Per unit area, that is 160 times the thick perfect-conductor value and half the widened-hole value. These ratios compare powers sent far from the mask. They do not give the contrast in a resist touching it, which depends on the local field under the hole. In these estimates, all made in air, the ideal thin-screen formula is too high by a factor between about 5 and 1600, and the power leaking through the film cannot be neglected beside that from the hole. Between glass and resist the thick and widened values rise to $4.4\times10^{-5}$ and $1.6\times10^{-2}$ for an empty hole, and the film leakage rises to $1.7\times10^{-3}$. The formula with its factor 7.4 is then too high by about 4 to 1400, or by about 1.6 to 900 if resist fills the hole. The fourth-power law should not set the exposure for this mask.

## What the two derivations assume

Both derivations need $ka\ll1$, perfect conduction, and a flat screen of negligible thickness that is wide enough to be treated as infinite. They use the static response differently.

The first needs a region $a\ll r\ll\lambda$ in which the near field can be joined to a radiating dipole. It needs the in-phase moment alone, and carries over directly to different media on the two sides.

The second needs no far-zone pattern, but must follow a phase lag of relative order $(ka)^3$. It relies on $\mathbf H_t=H_0\hat y$ in the hole, which came from mirror symmetry; with different media that holds at leading static order, which is not enough to follow the lag. It also identifies the power crossing the hole with the power radiated, which fails if the metal or the resist absorbs near the hole.
